**Tree-level decay of a polarized muon: rate, spectrum and asymmetry**

For a negative muon at rest and a massless electron, the program tests $d^2\Gamma/(dx\,d\cos\theta)=(G^2m^5/192\pi^3)\,x^2[3-2x+P\cos\theta(1-2x)]$, together with its finite-electron-mass form. Here $G$ is the Fermi constant, $m$ the muon mass, $x$ twice the electron energy divided by $m$, $P$ the polarization, and $\theta$ the angle between electron momentum and muon spin. The program asserts the trace contractions, and compares the squared amplitude with one built from explicit Dirac spinors. It asserts the neutrino tensor and the double rate by quadrature over neutrino directions, for massless and massive electrons and for both muon charges. It also asserts the total rate, the finite-mass factor by symbolic integration, and the spin behaviour at the endpoint and for soft electrons. The output gives a tree-level lifetime of 2.187 microseconds for a massless electron and 2.188 microseconds with the electron mass. The massless asymmetry coefficient averaged over all energies is −0.333, and it becomes −0.436 for electrons with $x>1/2$. Radiative corrections and the finite W mass are not included.

## Numerical check

```python
"""Tree-level decay of a polarized muon through the local V-A interaction.

Result under test (natural units, muon at rest, massless neutrinos):
  d2Gamma/(dx dcos) = G^2 m^5/(192 pi^3) * x^2 [3 - 2x + P cos (1 - 2x)]
for a massless electron, and its extension to finite electron mass.
  m, G : muon mass and Fermi constant;  x = 2 E_electron / m
  cos  : cosine of the angle between electron momentum and muon spin
  P    : muon polarization;  r = (electron mass / muon mass)^2
  p, q : muon and electron four-momenta
  k, kp: electron-antineutrino and muon-neutrino four-momenta
The tests use m = G = 1, explicit Dirac spinors and direct quadrature.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

metric = np.array([1.0, -1.0, -1.0, -1.0])
identity2 = np.eye(2)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
gamma = np.array([np.kron(pauli[2], identity2)]
                 + [np.kron(1j * pauli[1], s) for s in pauli])
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
left_vertex = np.array([g @ (np.eye(4) - gamma5) for g in gamma])
bar_vertex = np.array([gamma[0] @ v for v in left_vertex])


def dot(a, b):
    return np.sum(metric * a * b)


def slash(a):
    return np.einsum('m,mij->ij', metric * a, gamma)


def particle_spinors(momentum, mass):
    """Columns: spin up and down along z, normalized to u^dagger u = 2E."""
    return (slash(momentum) + mass * np.eye(4))[:, :2] / np.sqrt(momentum[0] + mass)


def antiparticle_spinors(momentum, mass):
    """Charge conjugates of the particle spinors with the same physical spin."""
    return 1j * gamma[2] @ particle_spinors(momentum, mass).conj()


def amplitudes(angle, q, k, kp, electron_mass, positive_muon=False):
    """Amplitudes for a muon at rest, spin at 'angle' from z in the xz plane.

    Negative muon: indices are muon-neutrino, electron, antineutrino spins.
    """
    p = np.array([1.0, 0, 0, 0])
    chi = np.array([np.cos(angle / 2), np.sin(angle / 2)])
    muon = particle_spinors(p, 1.0) @ chi
    if positive_muon:
        muon = 1j * gamma[2] @ muon.conj()
        first = np.einsum('i,mij,ja->ma', muon.conj(), bar_vertex,
                          antiparticle_spinors(kp, 0.0))
        second = np.einsum('ib,mij,jc->mbc', particle_spinors(k, 0.0).conj(),
                           bar_vertex, antiparticle_spinors(q, electron_mass))
    else:
        first = np.einsum('ia,mij,j->ma', particle_spinors(kp, 0.0).conj(),
                          bar_vertex, muon)
        second = np.einsum('ib,mij,jc->mbc',
                           particle_spinors(q, electron_mass).conj(),
                           bar_vertex, antiparticle_spinors(k, 0.0))
    return np.einsum('m,ma,mbc->abc', metric, first, second) / np.sqrt(2)


def squared_sum(*args, **kwargs):
    return np.sum(np.abs(amplitudes(*args, **kwargs))**2)


def neutrino_pair(total, direction):
    """Massless pair with given total momentum, first member along direction."""
    denominator = total[0] - total[1:] @ direction
    energy = dot(total, total) / (2 * denominator)
    k = energy * np.concatenate(([1.0], direction))
    return k, total - k, energy / (4 * denominator)


def neutrino_points(total, n_polar=40, n_azimuth=8):
    """Quadrature for d3k/(2w) d3k'/(2w') delta4, in the laboratory frame."""
    axis3 = total[1:] / np.linalg.norm(total[1:])
    axis1 = np.cross(axis3, np.array([1.0, 0.3, 0.2]))
    axis1 /= np.linalg.norm(axis1)
    axis2 = np.cross(axis3, axis1)
    for z, w in zip(*np.polynomial.legendre.leggauss(n_polar)):
        for phi in 2 * np.pi * np.arange(n_azimuth) / n_azimuth:
            direction = z * axis3 + np.sqrt(1 - z * z) * (
                np.cos(phi) * axis1 + np.sin(phi) * axis2)
            k, kp, density = neutrino_pair(total, direction)
            yield w * 2 * np.pi / n_azimuth * density, k, kp


def rate_from_spinors(x, cosine, r, positive_muon=False):
    """Double differential rate for P = 1 from the definition, m = G = 1."""
    energy = x / 2
    momentum = np.sqrt(energy**2 - r)
    q = np.array([energy, 0, 0, momentum])
    total = np.array([1.0, 0, 0, 0]) - q
    integral = sum(w * squared_sum(np.arccos(cosine), q, k, kp, np.sqrt(r),
                                   positive_muon=positive_muon)
                   for w, k, kp in neutrino_points(total))
    electron_measure = 2 * np.pi * momentum / 4
    return electron_measure * integral / (2 * (2 * np.pi)**5)


def isotropic_part(x, r):
    return np.sqrt(max(x * x - 4 * r, 0.0)) * (3 * x * (1 + r) - 2 * x * x - 4 * r)


def polarized_part(x, r):
    return (x * x - 4 * r) * (1 + 3 * r - 2 * x)


def mass_factor(r):
    return 1 - 8 * r + 8 * r**3 - r**4 - 12 * r**2 * np.log(r)


# Trace contractions, separately for symmetric and antisymmetric parts
rng = np.random.default_rng(4)
a, b, c, d = rng.normal(size=(4, 4))


def chiral_trace(first, second):
    return np.einsum('ij,mjk,kl,nli->mn', slash(first), left_vertex,
                     slash(second), left_vertex)


trace1, trace2 = chiral_trace(a, b), chiral_trace(c, d)
lower = np.outer(metric, metric)
symmetric = np.sum(lower * (trace1 + trace1.T) * (trace2 + trace2.T)) / 4
antisymmetric = np.sum(lower * (trace1 - trace1.T) * (trace2 - trace2.T)) / 4
direct, crossed = dot(a, c) * dot(b, d), dot(a, d) * dot(b, c)
assert np.isclose(symmetric, 128 * (direct + crossed), rtol=1e-10, atol=1e-9)
assert np.isclose(antisymmetric, 128 * (direct - crossed), rtol=1e-10, atol=1e-9)
assert np.isclose(np.sum(lower * trace1 * trace2), 256 * direct,
                  rtol=1e-10, atol=1e-9)

# Squared amplitude from spinors against the scalar-product formula
p_rest = np.array([1.0, 0, 0, 0])
matrix_error = 0.0
for trial in range(12):
    vectors = rng.normal(size=(3, 3))
    k = np.concatenate(([np.linalg.norm(vectors[0])], vectors[0]))
    kp = np.concatenate(([np.linalg.norm(vectors[1])], vectors[1]))
    q = np.concatenate(([np.sqrt(vectors[2] @ vectors[2] + 0.09)], vectors[2]))
    angle = rng.uniform(0, np.pi)
    spin = np.array([0, np.sin(angle), 0, np.cos(angle)])
    formula = 64 * dot(p_rest - spin, k) * dot(q, kp)
    explicit = squared_sum(angle, q, k, kp, 0.3)
    assert np.isclose(explicit, formula, rtol=1e-9, atol=1e-10)
    matrix_error = max(matrix_error, abs(explicit - formula) / (1 + formula))

# Neutrino tensor by laboratory-frame quadrature
total = np.array([3.0, 0.5, -0.7, 1.1])
tensor = sum(w * np.outer(k, kp) for w, k, kp in neutrino_points(total))
tensor_formula = np.pi / 24 * (dot(total, total) * np.diag(metric)
                               + 2 * np.outer(total, total))
tensor_error = np.max(np.abs(tensor - tensor_formula))
assert tensor_error < 1e-10

# Double differential rate, both electron masses and both muon charges
unit_rate = 1 / (192 * np.pi**3)
rate_error = 0.0
for x, cosine, r in [(0.1, 0.8, 0.0), (0.5, -0.6, 0.0), (0.9, 0.7, 0.0),
                     (0.55, 0.4, 0.04), (0.9, -0.9, 0.04)]:
    for positive in (False, True):
        sign = -1 if positive else 1
        expected = isotropic_part(x, r) + sign * cosine * polarized_part(x, r)
        found = rate_from_spinors(x, cosine, r, positive) / unit_rate
        assert np.isclose(found, expected, rtol=1e-8, atol=1e-10)
        rate_error = max(rate_error, abs(found - expected))

# Total rate from spinors by quadrature over electron energy and angle
x_nodes, x_weights = np.polynomial.legendre.leggauss(6)
c_nodes, c_weights = np.polynomial.legendre.leggauss(2)
total_rate = sum(wx / 2 * wc * rate_from_spinors((xn + 1) / 2, cn, 0.0)
                 for xn, wx in zip(x_nodes, x_weights)
                 for cn, wc in zip(c_nodes, c_weights))
assert np.isclose(total_rate, unit_rate, rtol=1e-8)

# Finite-mass integral: x = t + r/t with r = root^2
t, root = sp.symbols('t root', positive=True)
rs = root**2
xs, ys = t + rs / t, t - rs / t
integrand = sp.expand(2 * ys * (1 - rs / t**2)
                      * (3 * xs * (1 + rs) - 2 * xs**2 - 4 * rs))
exact_integral = sp.integrate(integrand, (t, root, 1))
closed_form = 1 - 8 * rs + 8 * rs**3 - rs**4 - 24 * root**4 * sp.log(root)
assert sp.simplify(sp.expand(exact_integral - closed_form)) == 0
assert np.isclose(quad(lambda x: 2 * isotropic_part(x, 0.04), 0.4, 1.04)[0],
                  mass_factor(0.04), rtol=1e-7)

# Endpoint: one spin configuration survives, with weight 1 - cos
q_end = 0.5 * np.array([1.0, 0, 0, 1])
k_end = 0.2 * np.array([1.0, 0, 0, -1])
kp_end = 0.3 * np.array([1.0, 0, 0, -1])
backward = squared_sum(np.pi, q_end, k_end, kp_end, 0.0)
assert backward > 0.1
for angle in (0.0, 0.7, 1.9):
    amp = amplitudes(angle, q_end, k_end, kp_end, 0.0)
    assert np.isclose(np.sum(np.abs(amp)**2) / backward,
                      (1 - np.cos(angle)) / 2, atol=1e-10)
    amp[0, 1, 1] = 0  # neutrino up, electron down, antineutrino down
    assert np.max(np.abs(amp)) < 1e-10

# Soft electron: back-to-back neutrinos and product of two spin weights
soft_x = 1e-6
q_soft = soft_x / 2 * np.array([1.0, 0, 0, 1])
soft_angle = 0.8
spin3 = np.array([np.sin(soft_angle), 0, np.cos(soft_angle)])
soft_ratios = []
for direction in ([0.6, 0, 0.8], [0, 0.8, 0.6], [0.8, 0, -0.6]):
    n = np.array(direction)
    k, kp, density = neutrino_pair(p_rest - q_soft, n)
    assert np.allclose(kp[1:] / kp[0], -n, atol=1e-5)
    soft_ratios.append(squared_sum(soft_angle, q_soft, k, kp, 0.0)
                       / ((1 + spin3 @ n) * (1 + n[2])))
assert np.allclose(soft_ratios, soft_ratios[0], rtol=1e-4)
soft_asymmetry = ((rate_from_spinors(1e-4, 1.0, 0.0)
                   - rate_from_spinors(1e-4, -1.0, 0.0))
                  / (rate_from_spinors(1e-4, 1.0, 0.0)
                     + rate_from_spinors(1e-4, -1.0, 0.0)))
assert np.isclose(soft_asymmetry, 1 / 3, atol=1e-4)

# Worked example: the real muon
muon_mass = const.value('muon mass energy equivalent in MeV')
electron_mass = const.value('electron mass energy equivalent in MeV')
fermi_gev = const.value('Fermi coupling constant')
fermi_mev = fermi_gev * 1e-6
hbar_mev_s = const.hbar / (const.e * 1e6)
r_real = (electron_mass / muon_mass)**2
width = fermi_mev**2 * muon_mass**5 / (192 * np.pi**3)
rate = width / hbar_mev_s
factor = mass_factor(r_real)


def massless_moment(function, low=0.0):
    return quad(function, low, 1.0)[0]


norm = massless_moment(lambda x: 2 * isotropic_part(x, 0.0))
mean_x = massless_moment(lambda x: 2 * x * isotropic_part(x, 0.0))
slope = massless_moment(lambda x: 2 * polarized_part(x, 0.0))
assert np.isclose(norm, 1) and np.isclose(slope, -1 / 3)
fraction_high = massless_moment(lambda x: 2 * isotropic_part(x, 0.0), 0.5)
slope_high = massless_moment(lambda x: 2 * polarized_part(x, 0.0), 0.5) / fraction_high
x_low, x_high = 2 * np.sqrt(r_real), 1 + r_real
mass_norm = quad(lambda x: 2 * isotropic_part(x, r_real), x_low, x_high)[0]
mass_slope = quad(lambda x: 2 * polarized_part(x, r_real), x_low, x_high)[0] / mass_norm
assert np.isclose(mass_norm, factor, rtol=1e-7)
forward = quad(lambda z: (1 + slope * z) / 2, 0, 1)[0]

print(f"muon mass = {muon_mass:.5f} MeV")
print(f"electron mass = {electron_mass:.6f} MeV")
print(f"Fermi constant G = {fermi_gev:.6e} GeV^-2")
print(f"squared mass ratio r = {r_real:.5e} (dimensionless)")
print(f"width, massless electron = {width:.5e} MeV")
print(f"decay rate, massless electron = {rate:.5e} s^-1")
print(f"lifetime, massless electron = {1e6 / rate:.5f} microseconds")
print(f"finite-mass factor f(r) = {factor:.7f} (dimensionless)")
print(f"decay rate, finite electron mass = {rate * factor:.5e} s^-1")
print(f"lifetime, finite electron mass = {1e6 / (rate * factor):.5f} microseconds")
print(f"endpoint energy, massless electron = {muon_mass / 2:.4f} MeV")
print(f"endpoint energy, finite mass = {muon_mass * x_high / 2:.4f} MeV")
print(f"mean x, massless electron = {mean_x:.6f} (dimensionless)")
print(f"mean electron energy, massless = {mean_x * muon_mass / 2:.4f} MeV")
print("x, normalized spectrum, asymmetry coefficient (all dimensionless):")
for x in (0.1, 0.25, 0.5, 0.75, 0.9, 1.0):
    print(f"  {x:.2f}  {2 * isotropic_part(x, 0.0):.5f}  "
          f"{polarized_part(x, 0.0) / isotropic_part(x, 0.0):+.5f}")
print(f"all-energy asymmetry coefficient, massless = {slope:.6f}")
print(f"all-energy asymmetry coefficient, finite mass = {mass_slope:.6f}")
print(f"fraction along spin hemisphere, P=1 = {forward:.6f}")
print(f"fraction opposite spin hemisphere, P=1 = {1 - forward:.6f}")
print(f"fraction of electrons with x > 1/2 = {fraction_high:.6f}")
print(f"asymmetry coefficient for x > 1/2 = {slope_high:.6f}")
print(f"total rate from spinors / (G^2 m^5) = {total_rate:.8e}")
print(f"1/(192 pi^3) = {unit_rate:.8e}")
print(f"soft-electron asymmetry from spinors, x=0.0001 = {soft_asymmetry:.6f}")
print(f"largest scaled squared-amplitude error = {matrix_error:.1e}")
print(f"largest neutrino-tensor error (test units) = {tensor_error:.1e}")
print(f"largest double-rate error / unit rate = {rate_error:.1e}")
print("checks complete")
```

Output:

```
muon mass = 105.65838 MeV
electron mass = 0.510999 MeV
Fermi constant G = 1.166379e-05 GeV^-2
squared mass ratio r = 2.33901e-05 (dimensionless)
width, massless electron = 3.00918e-16 MeV
decay rate, massless electron = 4.57175e+05 s^-1
lifetime, massless electron = 2.18735 microseconds
finite-mass factor f(r) = 0.9998129 (dimensionless)
decay rate, finite electron mass = 4.57089e+05 s^-1
lifetime, finite electron mass = 2.18776 microseconds
endpoint energy, massless electron = 52.8292 MeV
endpoint energy, finite mass = 52.8304 MeV
mean x, massless electron = 0.700000 (dimensionless)
mean electron energy, massless = 36.9804 MeV
x, normalized spectrum, asymmetry coefficient (all dimensionless):
  0.10  0.05600  +0.28571
  0.25  0.31250  +0.20000
  0.50  1.00000  +0.00000
  0.75  1.68750  -0.33333
  0.90  1.94400  -0.66667
  1.00  2.00000  -1.00000
all-energy asymmetry coefficient, massless = -0.333333
all-energy asymmetry coefficient, finite mass = -0.333395
fraction along spin hemisphere, P=1 = 0.416667
fraction opposite spin hemisphere, P=1 = 0.583333
fraction of electrons with x > 1/2 = 0.812500
asymmetry coefficient for x > 1/2 = -0.435897
total rate from spinors / (G^2 m^5) = 1.67976742e-04
1/(192 pi^3) = 1.67976742e-04
soft-electron asymmetry from spinors, x=0.0001 = 0.333289
largest scaled squared-amplitude error = 6.2e-15
largest neutrino-tensor error (test units) = 1.2e-14
largest double-rate error / unit rate = 3.6e-15
checks complete
```
